\section*{Time reversal and Kramers degeneracy for a Dirac electron, part 1}

(Sections cited here and not found follow in the second part.)

A one-electron Nb$^{40+}$ ion, modelled with a point nucleus and without radiative corrections, is placed among three point charges arranged so that no rotation or reflection leaves the system unchanged. Diagonalizing its Dirac Hamiltonian in a basis of 664 functions shows that the four $2p_{3/2}$ states of the free ion do not become four levels. They become two, at $-209.735744$ and $-209.735464\,E_h$, separated by $2.80\times10^{-4}\,E_h$, and each holds two states. All 664 eigenvalues come in such pairs, and no pair is split by more than $1.9\times10^{-9}\,E_h$, which is rounding error for a matrix of norm $2.57\times10^{6}\,E_h$. Spatial symmetry cannot be the cause, because there is none, and spin is not conserved by the Dirac Hamiltonian. The pairing has to be explained.

\section*{Setting and conventions}

Hartree atomic units are used: $\hbar=m_e=e=1$, electron charge $-1$, $c=137.035999$. The Hamiltonian of one electron in static potentials is
\begin{equation}
H[\mathbf A]=c\,\boldsymbol\alpha\cdot(\mathbf p+\mathbf A)+\beta c^2+V(\mathbf r),\qquad \mathbf p=-i\nabla ,
\end{equation}
with $V=-\phi$ and $\mathbf A$ real. In the Dirac representation
\begin{equation}
\alpha_k=\begin{pmatrix}0&\sigma_k\\ \sigma_k&0\end{pmatrix},\quad
\beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\quad
\Sigma_k=\begin{pmatrix}\sigma_k&0\\0&\sigma_k\end{pmatrix}.
\end{equation}
The four matrices $\alpha_x,\alpha_y,\alpha_z,\beta$ are Hermitian, square to 1 and anticommute with one another. $K$ takes the complex conjugate of each of the four components $\psi_j(\mathbf r)$. A static electric field with $\mathbf B=0$ is curl-free, so it is $-\nabla\phi$ and the gauge $\mathbf A=0$ can be chosen; $H$ without argument means $H[0]$. $H$ is assumed self-adjoint on a domain that time reversal maps to itself; part (f) shows when point charges satisfy this.

\section*{(a) Why the operator must be antilinear}

\emph{Problem.} Let $T$ be a fixed operator that acts on the spinor at each point $\mathbf r$ without moving it. Require that $\psi'(t)=T\psi(-t)$ solves $i\partial_t\psi'=H\psi'$ whenever $\psi$ solves the same equation, for every real $V$. Find the conditions on $T$.

\emph{Solution.} Put $s=-t$. The chain rule and $\partial_s\psi=-iH\psi$ give $\partial_t\psi'=-T\,\partial_s\psi(s)=T\,[\,iH\psi(s)]$, so
\begin{equation}
i\partial_t\psi'=i\,T\,[\,iH\psi(s)]\overset{!}{=}HT\psi(s).
\end{equation}
If $T$ is linear, the inner $i$ comes out unchanged and the condition is $-TH=HT$. A linear $T$ that does not move $\mathbf r$ is a matrix and commutes with the scalar $V$. Subtracting the conditions for two potentials gives $-T(V_1-V_2)=(V_1-V_2)T$, which forces $T=0$. If $T$ is antilinear, $T\,i=-i\,T$, the factors combine to $i(-i)=1$, and the condition is
\begin{equation}
TH=HT .
\end{equation}
Write $T=UK$ with $U$ a constant $4\times4$ matrix, unitary so that the norm is kept. Conjugation acts as $K\mathbf rK=\mathbf r$, $KVK=V$, $K\mathbf pK=+i\nabla=-\mathbf p$, and $KMK=M^*$ for a constant matrix. Hence
\begin{equation}
THT^{-1}=-c\sum_k U\alpha_k^*U^{-1}p_k+U\beta^*U^{-1}c^2+V .
\end{equation}
The coefficients of each derivative and of the constant term must match those of $H$ separately:
\begin{equation}
U\alpha_k^*U^{-1}=-\alpha_k,\qquad U\beta^*U^{-1}=\beta .
\label{cond}
\end{equation}

\section*{(b) Construction and uniqueness}

\emph{Problem.} Show that $U=-i\Sigma_y$ solves \eqref{cond} and that any other unitary solution differs from it by a phase.

\emph{Solution.} The matrices $\sigma_x,\sigma_z$ are real and anticommute with $\sigma_y$; $\sigma_y$ is imaginary. With $\sigma_y^2=1$,
\begin{align}
\sigma_y\sigma_x^*\sigma_y&=\sigma_y\sigma_x\sigma_y=-\sigma_x, &
\sigma_y\sigma_y^*\sigma_y&=-\sigma_y^3=-\sigma_y, &
\sigma_y\sigma_z^*\sigma_y&=\sigma_y\sigma_z\sigma_y=-\sigma_z .
\end{align}
Define $u=-i\sigma_y=\begin{pmatrix}0&-1\\1&0\end{pmatrix}$, which is real, with $u^{-1}=i\sigma_y$. The factors $-i$ and $i$ cancel, so $u\sigma_k^*u^{-1}=-\sigma_k$. The matrix $U=\mathrm{diag}(u,u)=-i\Sigma_y$ applies this to each $2\times2$ block. The blocks of $\alpha_k^*$ are $\sigma_k^*$, so $U\alpha_k^*U^{-1}=-\alpha_k$. The blocks of the real matrix $\beta$ are $\pm1$, so $U\beta^*U^{-1}=\beta$. In components,
\begin{equation}
T:\ (\psi_1,\psi_2,\psi_3,\psi_4)\mapsto(-\psi_2^*,\ \psi_1^*,\ -\psi_4^*,\ \psi_3^*).
\end{equation}
The condition on $\beta$ is needed. The operator $\alpha_yK$ satisfies $\alpha_y\alpha_k^*\alpha_y=-\alpha_k$ by the same block algebra, but $\alpha_y\beta\alpha_y=-\beta$, so it reverses the sign of the mass term.

For uniqueness let $U'$ be a second solution and $M=U'U^{-1}$. From \eqref{cond}, $U^{-1}\alpha_kU=-\alpha_k^*$, so $M\alpha_kM^{-1}=-U'\alpha_k^*U'^{-1}=\alpha_k$; in the same way $M\beta M^{-1}=\beta$. Thus $M$ commutes with the 16 products $\Gamma_A$ of $m=0,\dots,4$ distinct generators taken from $\{\alpha_x,\alpha_y,\alpha_z,\beta\}$. These products span all $4\times4$ matrices, for the following reason. A product with $m=2$ or $4$ anticommutes with a generator $\gamma$ that it contains, since $\gamma$ must pass $m-1$ others, an odd number. A product with $m=1$ or $3$ anticommutes with a generator that it does not contain. In both cases $\mathrm{tr}\,\Gamma_A=\mathrm{tr}(\gamma\Gamma_A\gamma)=-\mathrm{tr}\,\Gamma_A=0$, where $\gamma^2=1$ and the cyclic property were used. For $A\neq B$ the matrix $\Gamma_A^\dagger\Gamma_B$ is, up to sign, another product with $m\ge1$, so $\mathrm{tr}(\Gamma_A^\dagger\Gamma_B)=0$. Sixteen orthogonal matrices form a basis. $M$ therefore commutes with every matrix, in particular with the matrix $E_{ij}$ that has a single 1 at position $(i,j)$. The element $(k,j)$ of $ME_{ij}=E_{ij}M$ reads $M_{ki}=\delta_{ki}M_{jj}$, so $M$ is a multiple of the identity, and unitarity makes it $e^{i\theta}$.

\section*{(c) The square of $T$}

\emph{Problem.} Prove $T^2=-1$ and show that neither the phase nor the representation can change this.

\emph{Solution.} Moving the first $K$ through the second $U$ gives $T^2=UKUK=UU^*$. Since $U$ is real,
\begin{equation}
T^2=(-i\Sigma_y)^2=(-i)^2\,\Sigma_y^2=-1 .
\end{equation}
With a phase, $(e^{i\theta}U)(e^{i\theta}U)^*=e^{i\theta}e^{-i\theta}UU^*=-1$. The sign of the square of a linear operator can be changed by a factor $i$; for an antilinear one it cannot.

In another representation $\psi'=W\psi$ with $W$ unitary, $T'=WUKW^\dagger=WUW^{\mathsf T}K$, because $(W^\dagger)^*=W^{\mathsf T}$. So $U'=WUW^{\mathsf T}$, which is not a similarity transformation and is in general not $-i\Sigma_y'$: the explicit matrix belongs to the representation. The square does not:
\begin{equation}
U'U'^*=WU\,W^{\mathsf T}W^*\,U^*W^\dagger=WUU^*W^\dagger=-1,
\end{equation}
where $W^{\mathsf T}W^*=(W^\dagger W)^*=1$.

Because $\Sigma_y^2=1$, the exponential series gives $e^{-i\varphi\Sigma_y/2}=\cos(\varphi/2)-i\Sigma_y\sin(\varphi/2)$. At $\varphi=\pi$ this is $U$. The matrix $U$ is a spin rotation by $\pi$ about $y$, and $T^2$ is a spin rotation by $2\pi$, which is $-1$ for spin $\tfrac12$. For a spinless particle $T=K$ and $T^2=+1$.

\section*{(d) Scalar products and observables}

\emph{Problem.} Show that $\langle T\varphi|T\psi\rangle=\langle\psi|\varphi\rangle$, and find how spin, orbital angular momentum, density and current transform.

\emph{Solution.} With $U^\dagger U=1$,
\begin{equation}
\langle T\varphi|T\psi\rangle=\int (U\varphi^*)^\dagger U\psi^*\,d^3r=\int\sum_j\varphi_j\psi_j^*\,d^3r=\langle\psi|\varphi\rangle .
\label{anti}
\end{equation}
An antilinear operator with this property is called antiunitary. The block identity of part (b) gives $T\Sigma_kT^{-1}=U\Sigma_k^*U^{-1}=-\Sigma_k$. For $\mathbf L=\mathbf r\times\mathbf p$, $K\mathbf LK=-\mathbf L$ and $U$ commutes with it. So $\boldsymbol\Sigma$, $\mathbf L$ and $\mathbf J=\mathbf L+\boldsymbol\Sigma/2$ are odd. The integrand of \eqref{anti} with $\varphi=\psi$ shows that the density $\psi^\dagger\psi$ is unchanged at every point. For the current $j_k=c\,\psi^\dagger\alpha_k\psi$, use $U^\dagger\alpha_kU=-\alpha_k^*$:
\begin{equation}
c\,(U\psi^*)^\dagger\alpha_kU\psi^*=-c\,\psi^{\mathsf T}\alpha_k^*\psi^*=-c\,(\psi^\dagger\alpha_k\psi)^*=-j_k ,
\end{equation}
since $j_k$ is real. The state $T\psi$ has the charge cloud of $\psi$ with all currents reversed. An electrostatic potential couples to the density only and cannot tell the two apart.

\section*{(e) Kramers degeneracy}

\emph{Problem.} Show that every eigenvalue of $H$ of finite multiplicity has even multiplicity, for any real $V$.

\emph{Solution.} Let $H\psi=E\psi$. $E$ is real because $H$ is self-adjoint, so
\begin{equation}
H(T\psi)=TH\psi=T(E\psi)=E^*T\psi=E\,(T\psi).
\end{equation}
This alone gives no degeneracy, since $T\psi$ might be a multiple of $\psi$. Apply \eqref{anti} with $\varphi=T\psi$:
\begin{equation}
\langle T^2\psi|T\psi\rangle=\langle\psi|T\psi\rangle,\qquad
\langle T^2\psi|T\psi\rangle=-\langle\psi|T\psi\rangle .
\end{equation}
The second equality uses $T^2=-1$. Together they give $\langle\psi|T\psi\rangle=0$, and $\|T\psi\|=\|\psi\|$ by \eqref{anti}. The multiplicity is at least two.

Let the eigenspace have dimension $d<\infty$. If $d>2$, take $\varphi$ in it, orthogonal to both $\psi$ and $T\psi$. Then $T\varphi$ lies in the eigenspace, and
\begin{equation}
\langle T\psi|T\varphi\rangle=\langle\varphi|\psi\rangle=0,\qquad
\langle\psi|T\varphi\rangle=-\langle T(T\psi)|T\varphi\rangle=-\langle\varphi|T\psi\rangle=0 .
\end{equation}
The orthogonal complement of the pair inside the eigenspace, of dimension $d-2$, is thus mapped to itself by $T$, and the argument repeats there. If $d$ were odd the process would end at a one-dimensional space mapped to itself, in which $T\varphi\propto\varphi$ contradicts $\langle\varphi|T\varphi\rangle=0$. Hence $d$ is even.

The partner is not unique as a labelled state: any vector of the doublet has its own partner in the doublet. As $c\to\infty$ spin decouples, the upper components carry $uK$, and the doublet is the ordinary spin degeneracy of a real orbital. At finite $c$ the spin degeneracy has no reason to survive, because $\Sigma_k$ does not commute with $\boldsymbol\alpha\cdot\mathbf p$, but the factor of two does survive.

For some potentials the statement is empty, because $H$ has no eigenvalues at all. For a strictly uniform field, $V=Fz$, the shifted function $\psi(x,y,z-a)$ has eigenvalue $E+Fa$. One normalizable eigenstate would generate an uncountable orthogonal set, one member for each real $a$, which the separable space of square-integrable spinors cannot hold. There are no eigenvalues, although $TH=HT$ still holds.

\section*{(f) Even and odd perturbations; the $1s$ doublet}

\emph{Problem.} Show that a $T$-even perturbation cannot split a doublet and that a magnetic field shifts its two states oppositely in first order. Find the splitting for the Coulomb ground state.

\emph{Solution.} Let $O$ be Hermitian with $TO=\epsilon\,OT$, $\epsilon=\pm1$. By \eqref{anti},
\begin{equation}
\langle T\psi|O\,T\psi\rangle=\epsilon\langle T\psi|TO\psi\rangle=\epsilon\langle O\psi|\psi\rangle=\epsilon\langle\psi|O\psi\rangle .
\end{equation}
For the off-diagonal element write $\psi=-T(T\psi)$:
\begin{equation}
\langle\psi|O\,T\psi\rangle=-\epsilon\langle T(T\psi)|TO\psi\rangle=-\epsilon\langle O\psi|T\psi\rangle=-\epsilon\langle\psi|O\,T\psi\rangle .
\end{equation}
For $\epsilon=+1$ the off-diagonal element vanishes and the diagonal ones are equal, so the $2\times2$ matrix is a multiple of the identity. For $\epsilon=-1$ it is traceless and Hermitian, with eigenvalues of equal size and opposite sign.

The magnetic term $H_B=c\,\boldsymbol\alpha\cdot\mathbf A$ is odd, because $\mathbf A$ is real and $\boldsymbol\alpha$ is odd. Therefore $TH[\mathbf A]T^{-1}=H[-\mathbf A]$: the spectrum at $\mathbf B$ equals that at $-\mathbf B$, but $T$ is no symmetry at fixed $\mathbf B$. With shifts $\pm\lambda B$ and the Bohr magneton $\mu_B=\tfrac12$, the definition $\Delta E=g\mu_BB$ gives $2\lambda B=gB/2$, or $g=4\lambda$.

For $V=-Z/r$ try
\begin{equation}
\psi=\begin{pmatrix}f\chi\\ i\eta f\,(\boldsymbol\sigma\cdot\hat{\mathbf r})\chi\end{pmatrix},\qquad f=r^{\gamma-1}e^{-Zr},\qquad f'=\Big(\frac{\gamma-1}{r}-Z\Big)f,
\end{equation}
with $\chi$ a constant normalized two-spinor and $\eta$ real. Two derivatives are needed. First, $\boldsymbol\sigma\cdot\mathbf p\,f\chi=-if'\,(\boldsymbol\sigma\cdot\hat{\mathbf r})\chi$. Second, $\sigma_a\sigma_b=\delta_{ab}+i\epsilon_{abc}\sigma_c$ turns $\boldsymbol\sigma\cdot\mathbf p\,[f\,\boldsymbol\sigma\cdot\hat{\mathbf r}]$ into a divergence and a curl of the radial field $f\hat{\mathbf r}$; the curl is zero and the result is $-i(f'+2f/r)$. The upper and lower rows of $(H-E)\psi=0$, divided by $f\chi$ and by $if(\boldsymbol\sigma\cdot\hat{\mathbf r})\chi$, are
\begin{align}
c\eta\Big(\frac{\gamma+1}{r}-Z\Big)+c^2-\frac Zr-E&=0,\\
-c\Big(\frac{\gamma-1}{r}-Z\Big)-\eta\Big(c^2+\frac Zr+E\Big)&=0 .
\end{align}
The $1/r$ terms give $\eta=c(1-\gamma)/Z$ from the lower row and $c\eta(1+\gamma)=Z$ from the upper, so $\gamma^2=1-Z^2/c^2$. The constant terms of the upper row give $E=c^2-c\eta Z=\gamma c^2$. Those of the lower row require $cZ=\eta c^2(1+\gamma)$, which is the relation $c\eta(1+\gamma)=Z$ again. Acting with $T$ on the lower block gives $-i\eta f\,u(\boldsymbol\sigma^*\cdot\hat{\mathbf r})\chi^*=+i\eta f(\boldsymbol\sigma\cdot\hat{\mathbf r})u\chi^*$, so the Kramers partner is the same function with $\chi\to u\chi^*$.

The $1/r$ terms fix only $\gamma^2$, so near the charge there is a second behaviour $r^{-\gamma-1}$. It is square-integrable, $\int_0 r^{-2\gamma}dr<\infty$, only if $\gamma<\tfrac12$. For $\gamma>\tfrac12$, that is for a charge below $c\sqrt3/2=118.68$, normalizability alone selects the solution, no boundary condition has to be added, and the domain of $H$ is fixed by the differential expression, which commutes with $T$. Higher angular momenta have larger exponents and add no restriction. Above this charge a boundary condition must be chosen, and it must respect $T$ for part (e) to apply.

Time reversal $T$ commutes with $H$ and has $T^2=-1$, which makes every eigenvalue of finite multiplicity even-fold degenerate, and a magnetic field shifts the two states of a doublet oppositely in first order. It remains to calculate this splitting for the Coulomb ground state just found, to treat crystals, several electrons and finite bases, and to examine the Nb$^{40+}$ numbers.
